# Two derivations of the quantum defect condition for a Coulomb tail, part 2

An electron of orbital angular momentum $l$ moves in a central potential $V(r)$ that equals $-1/r$ for $r\ge r_c$. Hartree atomic units are used, and $E=-1/(2\nu^2)$ with $\nu>0$. The radial function $u$ regular at the origin continues outside the core as

$$u=N\,(f\cos\pi\mu-g\sin\pi\mu),\qquad r\ge r_c, \tag{1}$$

with real $N\ne0$ and quantum defect $\mu$. The aim is to prove in two ways that it is normalizable if and only if

$$\sin\pi(\nu+\mu)=0. \tag{2}$$

Outside the core,

$$u''+\Big[2E+\frac{2}{r}-\frac{\lambda^2-\tfrac14}{r^2}\Big]u=0, \tag{4}$$

where $\lambda$ is continuous and finally tends to $l+\tfrac12$. With $z=2r/\nu$ and subscript $z$ for $d/dz$,

$$\frac{d^2u}{dz^2}+\Big[-\frac14+\frac{\nu}{z}-\frac{\lambda^2-\frac14}{z^2}\Big]u=0. \tag{7}$$

Substituting $u=z^se^{-z/2}w$ gives

$$w_{zz}+\Big(\frac{2s}{z}-1\Big)w_z+\Big[\frac{\nu-s}{z}+\frac{(s-\frac12)^2-\lambda^2}{z^2}\Big]w=0, \tag{8}$$

and $s=\lambda+\tfrac12$ gives

$$zw_{zz}+(b-z)w_z-aw=0,\qquad a=\tfrac12+\lambda-\nu,\quad b=1+2\lambda. \tag{9}$$

The Frobenius solution, entire in $E$ and $\lambda$, is

$$y_\lambda=(\nu z)^{\lambda+1/2}e^{-z/2}\,\Phi(z),\qquad \Phi(z)=\sum_{k=0}^\infty\frac{(a)_k\,z^k}{\Gamma(b+k)\,k!}, \tag{10}$$

with $(a)_k=a(a+1)\cdots(a+k-1)$. With $W[a,b]=ab'-a'b$ (derivatives in $r$),

$$W[y_\lambda,y_{-\lambda}]=-4\lambda\,\frac{\sin2\pi\lambda}{2\pi\lambda}=-\frac{2}{\pi}\sin2\pi\lambda. \tag{6}$$

The Coulomb pair is defined by

$$A_\lambda=\frac{\Gamma(\nu+\lambda+\frac12)}{\nu^{2\lambda}\,\Gamma(\nu-\lambda+\frac12)}=\frac{1}{A_{-\lambda}},\qquad f_{\lambda}=A_\lambda^{1/2}y_\lambda,\qquad f_{-\lambda}=A_\lambda^{-1/2}y_{-\lambda},$$

$$g_\lambda=\frac{f_\lambda\cos2\pi\lambda-f_{-\lambda}}{\sin2\pi\lambda}. \tag{11}$$

It is real for $\nu>|\lambda|-\tfrac12$, and $W[f_\lambda,g_\lambda]=2/\pi$. The limits at $\lambda=l+\tfrac12$ exist and are written $y,f,g$, with

$$y_{-l-1/2}=-A\,y_{l+1/2},\qquad A=\frac{1}{\nu^{2l+1}}\prod_{s=-l}^{l}(\nu+s)=\prod_{s=1}^{l}\Big(1-\frac{s^2}{\nu^2}\Big)=\prod_{s=1}^{l}(1+2Es^2), \tag{13}$$

$$g=A^{-1/2}\,(g^0+Gy),\qquad g^0=\frac{1}{2\pi}\big[A\,\partial_\lambda y_\lambda+\partial_\lambda(y_{-\lambda})\big],\qquad G=\frac{AL}{2\pi}, \tag{14}$$

where $L=\partial_\lambda\ln A_\lambda|_{l+1/2}$ is

$$L=-4\int_0^\infty\frac{t\,dt}{(t^2+\nu^2)(e^{2\pi t}-1)}-\sum_{s=1}^l\frac{2s}{\nu^2-s^2}. \tag{15}$$

The functions $y$, $g^0$ and the inner values $u(r_c)$, $u'(r_c)$ are entire in $E$. Matching at $r_c$ gives

$$W[u,f]=\frac{2N}{\pi}\sin\pi\mu,\qquad W[u,g]=\frac{2N}{\pi}\cos\pi\mu,\qquad\tan\pi\mu=\frac{W[u,f]}{W[u,g]}\bigg|_{r_c}. \tag{17}$$

The reflection formula is $\Gamma(x)\Gamma(1-x)=\pi/\sin\pi x$.

## The decaying solution

Both derivations need to know that (7) has exactly one decaying solution up to a factor, and that this solution depends analytically on the parameters. Take $s=\nu$ in (8), writing $u=z^\nu e^{-z/2}v$. The $1/z$ term drops, and with $p=z^{2\nu}e^{-z}$, for which $p_z/p=2\nu/z-1$, the equation is

$$(p\,v_z)_z=-\sigma\,\frac{p\,v}{z^2},\qquad\sigma=(\nu-\tfrac12)^2-\lambda^2 .$$

A solution with $v\to1$ satisfies, after two integrations from infinity,

$$v(z)=1-\sigma\int_z^\infty\frac{dz'}{p(z')}\int_{z'}^\infty\frac{p(t)\,v(t)}{t^2}\,dt. \tag{18}$$

Let $\nu$ and $\lambda$ range over a bounded complex region and choose $z_0$ larger than both $4|\nu|$ and $4|\sigma|$ throughout it. For $t\ge z'\ge z_0$, $(t/z')^{2|\nu|}\le e^{2|\nu|(t-z')/z'}\le e^{(t-z')/2}$, so $|p(t)/p(z')|\le e^{-(t-z')/2}$. The inner integral divided by $p(z')$ is then at most $2\max|v|/z'^2$, and the whole correction in (18) is at most $2|\sigma|\max|v|/z\le\tfrac12\max|v|$. Iteration of (18) from $v=1$ therefore converges uniformly. Its limit satisfies $v=1+O(1/z)$, and at fixed $z\ge z_0$ both $v$ and $v_z$ are analytic in $\nu$ and $\lambda$, because every iterate is. Define

$$\chi=z^\nu e^{-z/2}v .$$

This is the Whittaker function $W_{\nu,\lambda}(z)$. It depends on $\lambda$ only through $\lambda^2$.

For real parameters a second solution is $\mathcal G=\chi\int_{z_0}^zdt/\chi^2$, whose Wronskian with $\chi$ in the variable $z$ is $\chi\mathcal G_z-\chi_z\mathcal G=1$. L'Hôpital's rule applied to the ratio of $\int dt/\chi^2$ to $z^{-2\nu}e^z$ gives the limit 1, so $\mathcal G\sim z^{-\nu}e^{z/2}$. Every solution is $u=\gamma\mathcal G+\delta\chi$, and the growth coefficient $\gamma$ has two expressions,

$$\gamma[u]=\lim_{z\to\infty}u\,z^\nu e^{-z/2}=-\frac{\nu}{2}\,W[u,\chi], \tag{19}$$

where the second follows from $\chi u_z-\chi_zu=\gamma$ and $d/dz=(\nu/2)\,d/dr$. The solution is normalizable if and only if $\gamma=0$. The first derivation evaluates the first expression in (19), and the second derivation evaluates the second.

## First derivation: the growth at large $r$

### Growth of the Frobenius solution

The large-$z$ behaviour of $\Phi$ in (10) is found by comparing it with a series that can be summed. Suppose first that $a$ is not zero or a negative integer, so $(a)_k=\Gamma(a+k)/\Gamma(a)$. Let $\delta_0=b-a=\nu+\lambda+\tfrac12$, and compare

$$p_k=\frac{\Gamma(a+k)}{\Gamma(b+k)\,k!}\quad\text{with}\quad q_k=\frac{1}{\Gamma(k+1+\delta_0)} .$$

The ratio is $p_k/q_k=[\Gamma(k+a)/\Gamma(k+b)]\,[\Gamma(k+1+\delta_0)/\Gamma(k+1)]\sim k^{a-b}k^{\delta_0}=1$. For $\delta_0>0$ all $q_k$ are positive. Given $\eta>0$ there is a $K$ with $|p_k-q_k|\le\eta q_k$ for $k>K$, so the two sums $\sum p_kz^k$ and $S=\sum q_kz^k$ differ by at most $\eta S$ plus a polynomial of degree $K$. Since $S\ge q_{K+1}z^{K+1}$, the polynomial is negligible against $S$ as $z\to\infty$, and since $\eta$ is arbitrary the ratio of the two sums tends to 1.

Let $T=z^{\delta_0}S=\sum_kz^{k+\delta_0}/\Gamma(k+1+\delta_0)$. Differentiating term by term lowers each index by one, so $T_z=T+z^{\delta_0-1}/\Gamma(\delta_0)$, or $(e^{-z}T)_z=e^{-z}z^{\delta_0-1}/\Gamma(\delta_0)$. With $T(0)=0$, integration to infinity gives $e^{-z}T\to\Gamma(\delta_0)/\Gamma(\delta_0)=1$. Therefore $\Phi\sim e^zz^{a-b}/\Gamma(a)$. In (10) the powers of $z$ add to $\lambda+\tfrac12+a-b=-\nu$, which is the power that (19) requires, and

$$\gamma[y_\lambda]=\frac{\nu^{\lambda+1/2}}{\Gamma(\frac12+\lambda-\nu)}. \tag{20}$$

If $a$ is zero or a negative integer, $\Phi$ is a polynomial, $\gamma=0$, and (20) still holds because $1/\Gamma(a)=0$. The argument applies to $y_{-\lambda}$ when $\nu-\lambda+\tfrac12>0$, which is the same condition as the one that makes $f$ and $g$ real.

For pure hydrogen (20) already gives the spectrum: with $\lambda=l+\tfrac12$ the zeros of $1/\Gamma(l+1-\nu)$ lie at $\nu=l+1,\,l+2,\dots$ and nowhere else.

### Growth of $f$ and $g$

Define $\beta=\pi(\nu-\lambda+\tfrac12)$. The reflection formula with $x=\nu-\lambda+\tfrac12$, for which $1-x=\tfrac12+\lambda-\nu$, and the same with $\lambda\to-\lambda$, for which $\pi x=\beta+2\pi\lambda$, give

$$\frac{1}{\Gamma(\frac12+\lambda-\nu)}=\frac{\Gamma(\nu-\lambda+\frac12)}{\pi}\sin\beta,\qquad\frac{1}{\Gamma(\frac12-\lambda-\nu)}=\frac{\Gamma(\nu+\lambda+\frac12)}{\pi}\sin(\beta+2\pi\lambda). \tag{21}$$

Multiplying (20) by $A_\lambda^{1/2}$ cancels the factor $\nu^\lambda$ and turns $\Gamma(\nu-\lambda+\tfrac12)$ into the geometric mean of the two gamma functions:

$$\gamma[f_\lambda]=C\sin\beta,\qquad C=\frac{\sqrt\nu}{\pi}\Big[\Gamma(\nu+\lambda+\tfrac12)\,\Gamma(\nu-\lambda+\tfrac12)\Big]^{1/2}>0. \tag{22}$$

The amplitude $C$ is even in $\lambda$, so $\gamma[f_{-\lambda}]=C\sin(\beta+2\pi\lambda)=C(\sin\beta\cos2\pi\lambda+\cos\beta\sin2\pi\lambda)$. The growth coefficient is linear in the solution, and (11) gives

$$\gamma[g_\lambda]=\frac{C\sin\beta\cos2\pi\lambda-C\sin\beta\cos2\pi\lambda-C\cos\beta\sin2\pi\lambda}{\sin2\pi\lambda}=-C\cos\beta. \tag{23}$$

This was obtained by letting $z\to\infty$ at fixed non-half-integer $\lambda$, and it is needed at $\lambda=l+\tfrac12$. The two limits can be exchanged because of the second expression in (19): $\gamma[g_\lambda]=-(\nu/2)W[g_\lambda,\chi]$ can be evaluated at one fixed point $z\ge z_0$, where $g_\lambda$, $\chi$ and their derivatives are continuous in $\lambda$. Hence (22) and (23) hold at $\lambda=l+\tfrac12$, with

$$\beta=\pi(\nu-l),\qquad C=\frac{\sqrt\nu}{\pi}\big[\Gamma(\nu+l+1)\Gamma(\nu-l)\big]^{1/2}.$$

The limit in (19) is approached only as $1/z$, so a numerical test needs the correction. Writing $u=z^{-\nu}e^{z/2}\sum_sd_sz^{-s}$ in (7) gives for the sum $v$ the equation $v_{zz}+(1-2\nu/z)v_z+[(\nu+\tfrac12)^2-\lambda^2]v/z^2=0$. The coefficient of $z^{-s-2}$ yields $(s+1)d_{s+1}=[(s+\nu+\tfrac12)^2-\lambda^2]d_s=(s+\nu+l+1)(s+\nu-l)\,d_s$, a formal asymptotic series. With twenty terms of it, the ratios of $f$ and $g$ to $Cz^{-\nu}e^{z/2}\sum d_sz^{-s}$ come out as $0.80901699$ and $-0.58778525$ for $l=0$, $\nu=2.3$, $r=80$ bohr, and as $0.95105652$ and $0.30901699$ for $l=1$, $\nu=3.6$, $r=120$ bohr. The program tests that these equal $\sin\beta$ and $-\cos\beta$, for $\beta=2.3\pi$ and $2.6\pi$, to within $10^{-8}$.

### The condition

By linearity, the matched function (1) has

$$\gamma[u]=NC\,(\sin\beta\cos\pi\mu+\cos\beta\sin\pi\mu)=NC\sin(\beta+\pi\mu)=(-1)^lNC\sin\pi(\nu+\mu). \tag{24}$$

The minus sign in (1) and the minus sign in (23) combine to give the sum of the angles. Since $N\neq0$ and $C>0$, the coefficient vanishes if and only if (2) holds.

## Second derivation: the decaying solution read at small $r$

### A Laplace integral for $\chi$

For $a>0$ and $z>0$ consider

$$w(z)=\int_0^\infty e^{-zt}\phi(t)\,dt,\qquad\phi=t^{a-1}(1+t)^{b-a-1}. \tag{25}$$

Each $z$-derivative brings down $-t$, so the left side of (9) is $\int e^{-zt}\phi\,[zt^2+zt-bt-a]\,dt$. On the other hand,

$$\frac{d}{dt}\big[e^{-zt}t^a(1+t)^{b-a}\big]=e^{-zt}\phi\,\big[-zt(1+t)+a(1+t)+(b-a)t\big]=-e^{-zt}\phi\,[zt^2+zt-bt-a].$$

The integrand is a total derivative of a function that vanishes at $t=0$ because $a>0$ and at infinity because $z>0$. So $w$ solves Kummer's equation, and $z^{\lambda+1/2}e^{-z/2}w$ solves (7).

For large $z$ put $t=s/z$. Then $w=z^{-a}\int e^{-s}s^{a-1}(1+s/z)^{b-a-1}ds$. For $z\ge1$ the last factor is bounded by $1$ or by $(1+s)^{b-a-1}$, whichever is larger, so dominated convergence gives $w\sim\Gamma(a)z^{-a}$. Since $\lambda+\tfrac12-a=\nu$, the solution decays as $\Gamma(a)z^\nu e^{-z/2}$, and the uniqueness of the decaying solution identifies

$$\chi=\frac{z^{\lambda+1/2}e^{-z/2}}{\Gamma(a)}\,w(z)\qquad(\nu<\lambda+\tfrac12).$$

For small $z$ and $\lambda>0$, which means $b>1$, the same substitution is arranged as $w=z^{1-b}\int e^{-s}s^{a-1}(z+s)^{b-a-1}ds$. For $z\le1$ the integrand is bounded by $e^{-s}s^{a-1}(1+s)^{b-a-1}$ if the last exponent is not negative and by $e^{-s}s^{b-2}$ if it is, and both are integrable. The integral tends to $\Gamma(b-1)=\Gamma(2\lambda)$, and with $\lambda+\tfrac12+1-b=\tfrac12-\lambda$,

$$\chi\sim\frac{\Gamma(2\lambda)}{\Gamma(\frac12+\lambda-\nu)}\,z^{1/2-\lambda}\qquad(z\to0). \tag{26}$$

### The connection formula

When $2\lambda$ is not an integer, (6) shows that $y_{\pm\lambda}$ are independent, so $\chi=\alpha_+y_\lambda+\alpha_-y_{-\lambda}$. For $\lambda>0$ the second term dominates at small $z$, where $y_{-\lambda}\sim(\nu z)^{1/2-\lambda}/\Gamma(1-2\lambda)$. Comparison with (26) and $\Gamma(2\lambda)\Gamma(1-2\lambda)=\pi/\sin2\pi\lambda$ give

$$\alpha_-=\frac{\pi\,\nu^{\lambda-1/2}}{\sin2\pi\lambda\;\Gamma(\frac12+\lambda-\nu)},\qquad W[y_\lambda,\chi]=\alpha_-W[y_\lambda,y_{-\lambda}]=-\frac{2\nu^{\lambda-1/2}}{\Gamma(\frac12+\lambda-\nu)}. \tag{27}$$

This is proved so far only for $\lambda>0$ and $0<\nu<\lambda+\tfrac12$, a range that, at $\lambda=l+\tfrac12$, lies below every hydrogen level of that $l$. It is extended by analyticity. Divide by $\nu^{\lambda+1/2}$ and convert the Wronskian to the variable $z$, which multiplies it by $\nu/2$. The statement becomes that the $z$-Wronskian of $z^{\lambda+1/2}e^{-z/2}\Phi$ with $\chi$ equals $-1/\Gamma(\tfrac12+\lambda-\nu)$. The right side is entire in $\nu$ and $\lambda$. The left side, evaluated at a fixed $z\ge z_0$, is analytic in both on any bounded region, because the coefficients of $\Phi$ are and because $\chi$ was shown to be. Two analytic functions that agree on an open set of real $(\nu,\lambda)$ agree on the whole connected region, by the identity theorem applied to one variable and then the other. So the Wronskian formula in (27) holds for all $\nu>0$ and all real $\lambda$, negative values included.

Because $\chi$ is even in $\lambda$, replacing $\lambda$ by $-\lambda$ gives $W[y_{-\lambda},\chi]=-2\nu^{-\lambda-1/2}/\Gamma(\tfrac12-\lambda-\nu)$. Also $W[y_{-\lambda},\chi]=\alpha_+W[y_{-\lambda},y_\lambda]=\alpha_+(2/\pi)\sin2\pi\lambda$, which determines $\alpha_+$:

$$\chi=\frac{\pi}{\sin2\pi\lambda}\Big[\frac{\nu^{\lambda-1/2}}{\Gamma(\frac12+\lambda-\nu)}\,y_{-\lambda}-\frac{\nu^{-\lambda-1/2}}{\Gamma(\frac12-\lambda-\nu)}\,y_\lambda\Big]. \tag{28}$$

### The decaying solution in terms of $f$ and $g$

Now let $\nu>\lambda-\tfrac12$. Insert the reflection formulas (21) together with $y_{-\lambda}=A_\lambda^{1/2}f_{-\lambda}$ and $y_\lambda=A_\lambda^{-1/2}f_\lambda$. The two prefactors are

$$\nu^{\lambda-1/2}\,\Gamma(\nu-\lambda+\tfrac12)\,A_\lambda^{1/2}=\nu^{-\lambda-1/2}\,\Gamma(\nu+\lambda+\tfrac12)\,A_\lambda^{-1/2}=\nu^{-1/2}\big[\Gamma(\nu+\lambda+\tfrac12)\Gamma(\nu-\lambda+\tfrac12)\big]^{1/2}=\frac{\pi C}{\nu},$$

with $C$ the combination written in (22). The factor $\pi$ in (28) cancels the $1/\pi$ in (21), so

$$\chi=\frac{\pi C}{\nu}\,\frac{f_{-\lambda}\sin\beta-f_\lambda\sin(\beta+2\pi\lambda)}{\sin2\pi\lambda}=-\frac{\pi C}{\nu}\Big[f_\lambda\cos\beta+\sin\beta\,\frac{f_\lambda\cos2\pi\lambda-f_{-\lambda}}{\sin2\pi\lambda}\Big].$$

The last fraction is $g_\lambda$. At fixed $z\ge z_0$ every function here is continuous in $\lambda$, so the relation holds at $\lambda=l+\tfrac12$, and two solutions of (4) that agree on an interval agree for all $r>0$:

$$f\cos\beta+g\sin\beta=-\frac{\nu}{\pi C}\,\chi,\qquad\beta=\pi(\nu-l). \tag{29}$$

This is an identity at every $r$, with no asymptotic limit in it.

### The condition

A bound state must be proportional to $\chi$ outside the core. Two nonzero solutions of (4) are proportional if and only if their Wronskian vanishes, so the condition is $W[u,\chi]=0$ at $r_c$, which says that the logarithmic derivatives of the inner solution and of $\chi$ agree. Using (29) and then (17),

$$W[u,\chi]=-\frac{\pi C}{\nu}\big(W[u,f]\cos\beta+W[u,g]\sin\beta\big)=-\frac{2NC}{\nu}\sin(\beta+\pi\mu). \tag{30}$$

It vanishes if and only if $\sin(\beta+\pi\mu)=(-1)^l\sin\pi(\nu+\mu)=0$, which is (2). Multiplying (30) by $-\nu/2$ reproduces (24), as (19) demands.

At a level, $\pi\mu=(n-l)\pi-\beta$, so $\cos\pi\mu=(-1)^{n-l}\cos\beta$ and $\sin\pi\mu=-(-1)^{n-l}\sin\beta$. With (29) the bound function outside the core is

$$f\cos\pi\mu-g\sin\pi\mu=-(-1)^{n-l}\frac{\nu}{\pi C}\,\chi. \tag{31}$$

## What each derivation assumes

The physical assumptions are the same in both: one channel, a local central potential, a pure $-1/r$ tail beyond a finite $r_c$, a regular inner solution, and normalizability. Both use the existence and uniqueness of $\chi$ and the reflection formula, which is where the sines of $\pi\nu$ arise. The differences are mathematical.

The first derivation works at the actual real energy throughout. It needs the large-$k$ form of the series coefficients, taken from Stirling's formula, and positivity of the comparison series, which for $y_{-\lambda}$ held under $\nu>\lambda-\tfrac12$. It uses no continuation in $\nu$. Of the parameter dependence of $\chi$ it uses only continuity in $\lambda$, to pass to integer $l$. It determines only the coefficient of the growing part. The decaying part cannot be read from the large-$z$ form, because it is smaller than every term of the $1/z$ correction series. The amplitude in (29) can still be recovered by one more step: $f\cos\beta+g\sin\beta$ has zero growth by (22) and (23), so it equals $c\chi$, and the Wronskian with $f$ gives $(2/\pi)\sin\beta=c\,W[f,\chi]=-c\,(2/\nu)C\sin\beta$, so $c=-\nu/(\pi C)$ for $\sin\beta\ne0$ and by continuity at integer $\nu$.

The second derivation never examines a growing solution beyond knowing that it is not normalizable, and it does not use Stirling's formula. Its integral converges only for $\nu<\lambda+\tfrac12$ and its small-$z$ limit gives only the more singular of the two components. It therefore needs the full analyticity of $\chi$ in both $\nu$ and $\lambda$, once to reach the energies of interest and once to obtain the regular component from the symmetry $\lambda\to-\lambda$. In return it gives the connection formula (28) for all $\nu>0$ and the pointwise identity (29). It also shows that the restriction $\nu>l$ belongs to the trigonometric form and not to the physics: the condition $W[u,\chi]=0$ is valid at any negative energy, while $f$ and $g$ contain $A^{\pm1/2}$, and by (13) $A$ vanishes at $\nu=l$ and is negative just below it when $l\ge1$.

Neither derivation uses the smoothness of $g$ in energy. Any second solution $g+c(E)f$ has the same Wronskian with $f$ and leads to a correct bound-state condition. The choice $c=\cot\beta$, for instance, gives by (29) a multiple of $\chi$ itself, and the phase $\tilde\mu$ defined against that pair obeys, by (17), $\tan\pi\tilde\mu=\sin\pi\mu/(\cos\pi\mu+\cot\beta\,\sin\pi\mu)=\sin\pi\mu\,\sin\beta/\sin(\beta+\pi\mu)$. Where $\sin\pi\mu\ne0$ this is infinite at every level and tends to zero as $\nu$ approaches an integer, so $\tilde\mu$ changes by at least one half between a level and the neighbouring integer $\nu$ and cannot be slowly varying. The value of (2) lies in the fact that the particular $g$ of (11) contains no such oscillating factor, as (14) and (15) show. A smooth $c(E)$ remains a matter of convention; working with $y$ and $g^0$ in place of $f$ and $g$ defines a different parameter, analytic in $E$ at threshold because $W[u,y]$ and $W[u,g^0]$ are entire, for which the condition is no longer a single sine.

Both derivations have shown that, for $\nu>l$, the matched function is normalizable if and only if $\sin\pi(\nu+\mu)=0$. It remains to identify the integer $n$, examine how $\mu$ depends on energy and where the result loses its use or fails, and test it on a model core.

All numerical values are calculated from the stated model.
